# How Low Sticking Probability Sets the Crossover to Branched Aggregation: a program that tests the result

```python
"""
Result under test: imperfect sticking blurs diffusion-limited growth below
the kinetic length Lambda = D/k = a/p. A circular aggregate begins to amplify
relative distortion of mode m at R = m*Lambda/(m-2), for m > 2.
p: sticking probability per attempted step into an occupied site
a: lattice spacing; D: diffusivity; k: attachment velocity
ell = a*(1/p-1): extrapolation length measured from the occupied row
R: aggregate radius; h: amplitude of a cosine distortion with m lobes
Gamma: capillary coefficient in Lambda*dc/dn = c - Gamma*curvature
Lattice calculations use a = 1. Random growth uses independent walkers.
"""
import math
import random
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve


def escape_probabilities(p, top):
    """Escape to row top before sticking, from each row above a flat edge."""
    n = top - 1
    matrix = np.zeros((n, n))
    rhs = np.zeros(n)
    for i in range(n):
        matrix[i, i] = 0.5
        if i == 0:
            matrix[i, i] -= (1 - p) / 4
        else:
            matrix[i, i - 1] = -0.25
        if i == n - 1:
            rhs[i] = 0.25
        else:
            matrix[i, i + 1] = -0.25
    return np.linalg.solve(matrix, rhs)


def spread_transform(q, p):
    c = 2 - np.cos(q)
    one_return = c - np.sqrt(np.maximum(c * c - 1, 0))
    return 1 / (1 + (1 / p - 1) * (1 - one_return))


def attachment_on_strip(p, width, height):
    """Solve the walker occupancy after a first attempt at x = 0."""
    lateral = sparse.lil_matrix((width, width))
    for x in range(width):
        lateral[x, (x + 1) % width] = 0.25
        lateral[x, (x - 1) % width] = 0.25
    vertical = sparse.diags([0.25, 0.25], [-1, 1],
                            shape=(height, height)).tolil()
    vertical[0, 0] = (1 - p) / 4
    vertical[height - 1, height - 1] = 0.25
    move = (sparse.kron(sparse.eye(height), lateral)
            + sparse.kron(vertical, sparse.eye(width)))
    source = np.zeros(width * height)
    source[0] = 1 - p
    visits = spsolve((sparse.eye(width * height) - move).tocsc(), source)
    attached = p * visits[:width] / 4
    attached[0] += p
    return attached


def median_spread(p):
    width = 2**18
    q = 2 * np.pi * np.fft.fftfreq(width)
    prob = np.fft.ifft(spread_transform(q, p)).real
    folded = prob[:width // 2].copy()
    folded[1:] *= 2
    return np.interp(0.5, np.cumsum(folded), np.arange(width // 2) + 0.5)


def boundary_exponent(m, radius, kinetic, capillary=0.0):
    """Get d ln h/d ln R by solving outside an actual distorted circle."""
    theta = np.arange(512) * 2 * np.pi / 512
    h = 1e-4 * radius
    r = radius + h * np.cos(m * theta)
    r1 = -m * h * np.sin(m * theta)
    r2 = -m * m * h * np.cos(m * theta)
    stretch = np.sqrt(1 + (r1 / r)**2)
    curvature = (r*r + 2*r1*r1 - r*r2) / (r*r + r1*r1)**1.5
    values, fluxes = [], []
    for order in m * np.arange(5):
        decay = (radius / r)**order
        value = decay * np.cos(order * theta)
        radial = -order / r * value
        angular = -order * decay * np.sin(order * theta)
        values.append(value)
        fluxes.append(radial - r1 / r**2 * angular)
    values, fluxes = np.array(values).T, np.array(fluxes).T
    log_value, log_flux = np.log(r / radius), 1 / r
    matrix = kinetic * fluxes / stretch[:, None] - values
    rhs = log_value - kinetic * log_flux / stretch - capillary * curvature
    coeff = np.linalg.lstsq(matrix, rhs, rcond=None)[0]
    velocity = log_flux + fluxes @ coeff
    mode_velocity = 2 * np.mean(velocity * np.cos(m * theta))
    return mode_velocity / h * radius / np.mean(velocity)


def growth_exponent(m, radius, kinetic, capillary=0.0):
    return ((m - 1) / (1 + m * kinetic / radius)
            * (1 - m * (m + 1) * capillary / radius))


SIZE, HALF, CAP = 1024, 512, 24
OFFSETS = np.arange(-CAP, CAP + 1)
STAMP = np.minimum(np.floor(np.hypot(OFFSETS[:, None], OFFSETS)), CAP)
STAMP = STAMP.astype(np.uint8)


def grow_cluster(p, number, seed):
    """Return radius of gyration history and mean occupied chord length."""
    rand = random.Random(seed).random
    clear = bytearray([CAP]) * (SIZE * SIZE)
    grid = np.frombuffer(clear, dtype=np.uint8).reshape(SIZE, SIZE)
    moves = (1, -1, SIZE, -SIZE)
    history = np.zeros(number)
    sx = sy = s2 = 0
    rmax = 0.0
    pos = HALF * SIZE + HALF
    for count in range(1, number + 1):
        if count > 1:
            launch = rmax + 4
            outer2 = (launch + 10)**2
            angle = 2 * math.pi * rand()
            pos = ((round(launch * math.sin(angle)) + HALF) * SIZE
                   + round(launch * math.cos(angle)) + HALF)
            while True:
                gap = clear[pos]
                if gap < 3:
                    new = pos + moves[int(4 * rand())]
                    if clear[new]:
                        pos = new
                    elif rand() < p:
                        break
                else:
                    y, x = divmod(pos, SIZE)
                    dx, dy = x - HALF, y - HALF
                    distance2 = dx * dx + dy * dy
                    if distance2 > outer2:
                        distance = math.sqrt(distance2)
                        angle = math.atan2(dy, dx) + 2 * math.atan(
                            (distance - launch) / (distance + launch)
                            * math.tan(math.pi * (rand() - 0.5)))
                        dx = launch * math.cos(angle)
                        dy = launch * math.sin(angle)
                    else:
                        angle = 2 * math.pi * rand()
                        dx += (gap - 1) * math.cos(angle)
                        dy += (gap - 1) * math.sin(angle)
                    pos = (round(dy) + HALF) * SIZE + round(dx) + HALF
        y, x = divmod(pos, SIZE)
        window = grid[y-CAP:y+CAP+1, x-CAP:x+CAP+1]
        np.minimum(window, STAMP, out=window)
        dx, dy = x - HALF, y - HALF
        sx, sy, s2 = sx + dx, sy + dy, s2 + dx*dx + dy*dy
        rmax = max(rmax, math.hypot(dx, dy))
        assert rmax < 440, "cluster reached the grid margin"
        history[count-1] = math.sqrt(max(
            s2 / count - (sx / count)**2 - (sy / count)**2, 0))
    occupied = grid == 0
    pairs_x = np.count_nonzero(occupied[:, 1:] & occupied[:, :-1])
    pairs_y = np.count_nonzero(occupied[1:] & occupied[:-1])
    chord = 2 * number / (2 * number - pairs_x - pairs_y)
    return history, chord


def dimension(history, first):
    counts = np.unique(np.geomspace(first, len(history), 30).astype(int))
    return np.polyfit(np.log(history[counts-1]), np.log(counts), 1)[0]


def compactness(history, radius):
    index = np.flatnonzero(history >= radius)[0]
    return (index + 1) / (2 * np.pi * history[index]**2)


# Flat edge: compare the Markov chain with linear extrapolation.
for p in (1.0, 0.2, 0.03):
    ell = 1 / p - 1
    rows = np.arange(1, 60)
    assert np.allclose(escape_probabilities(p, 60),
                       (rows + ell) / (60 + ell), atol=1e-10)

# Lateral spread: solve the complete two-dimensional strip problem.
p_strip, width = 0.1, 64
attached = attachment_on_strip(p_strip, width, 100)
direct = np.fft.fft(attached).real
q = 2 * np.pi * np.fft.fftfreq(width)
strip_error = np.max(np.abs(direct - spread_transform(q, p_strip)))
assert strip_error < 1e-6
assert abs(attached.sum() - 1) < 1e-8

# A Cauchy-like return law must make the spread linear in 1/p.
def central_probability(distance):
    return quad(lambda t: math.exp(-t) * 2 / math.pi
                * math.atan2(distance, t), 0, np.inf)[0]


median_factor = brentq(lambda x: central_probability(x) - 0.5, 0.01, 5)
median_a, median_b = median_spread(0.02), median_spread(0.005)
assert abs(median_a / 49 / median_factor - 1) < 0.05
assert abs(median_b / 199 / median_factor - 1) < 0.03
assert abs(median_b / median_a / (199 / 49) - 1) < 0.05

# Solve distorted boundaries directly, including a capillary case.
largest_error = 0.0
for m in (2, 3, 6, 12):
    for radius in (0.3, 1.0, 10.0):
        for gamma in (0.0, 0.001):
            numeric = boundary_exponent(m, radius, 1.0, gamma)
            formula = growth_exponent(m, radius, 1.0, gamma)
            largest_error = max(largest_error, abs(numeric - formula))
assert largest_error < 1e-3
thresholds = {}
for m in (3, 6, 12):
    thresholds[m] = brentq(
        lambda radius: boundary_exponent(m, radius, 1.0) - 1, 0.5, 8)
    assert abs(thresholds[m] - m / (m - 2)) < 2e-3
below = [boundary_exponent(m, 0.9, 1.0) for m in range(2, 21)]
assert max(below) < 1
large_exponent = boundary_exponent(6, 1000.0, 1.0)
assert abs(large_exponent - 5) < 0.04


def relative_distortion(radius, m=6):
    return (radius + m)**(m - 1) / radius


log_gain = quad(lambda z: boundary_exponent(6, math.exp(z), 1.0) - 1,
                math.log(0.3), math.log(10), epsabs=1e-5, epsrel=1e-5)[0]
gain = relative_distortion(10) / relative_distortion(0.3)
assert abs(math.exp(log_gain) / gain - 1) < 2e-3

# Noisy growth: effective values from small, fixed-seed samples.
perfect = [grow_cluster(1.0, 8000, seed) for seed in (11, 12)]
medium = [grow_cluster(0.2, 12000, seed) for seed in (21, 22)]
slow, slow_chord = grow_cluster(1 / 17, 15000, 31)
compact, compact_chord = grow_cluster(0.01, 2500, 41)
dim_perfect = np.mean([dimension(item[0], 1000) for item in perfect])
dim_medium = np.mean([dimension(item[0], 2000) for item in medium])
dim_compact = dimension(compact, 300)
chord_perfect = np.mean([item[1] for item in perfect])
chord_medium = np.mean([item[1] for item in medium])
assert 1.5 < dim_perfect < 1.9
assert 1.5 < dim_medium < 1.9
assert dim_compact > 1.9
assert chord_perfect < chord_medium < slow_chord
scaled_medium = np.mean([compactness(item[0], 12) for item in medium])
same_medium = np.mean([compactness(item[0], 48) for item in medium])
scaled_slow = compactness(slow, 48)
assert abs(scaled_medium - scaled_slow) < abs(same_medium - scaled_slow)

# Rough effective parameters for graphene growth on hot copper.
temperature, spacing, barrier = 1300.0, 0.25, 0.8
hop_barrier, desorption_excess, edge_barrier = 0.5, 2.5, 2.0
attempt_rate, edge_speed = 1e13, 16.0
half_separation, supersaturation, edge_energy = 10000.0, 10.0, 3.0
kb = constants.k / constants.e
thermal = kb * temperature
p_example = math.exp(-barrier / thermal)
kinetic = spacing / p_example
onset = 6 * kinetic / 4
atom_area = math.sqrt(3) * spacing**2 / 4
capillary_length = edge_energy * atom_area / thermal
field_strength = ((supersaturation - 1 - capillary_length / onset)
                  / (math.log(half_separation / onset) + kinetic / onset))
capillary_loss = 42 * capillary_length / (onset * field_strength)
desorption_length = spacing * math.exp(desorption_excess / (2 * thermal))
edge_rate = attempt_rate * math.exp(-edge_barrier / thermal)
edge_length = spacing * math.sqrt(2 * edge_rate * spacing / edge_speed)
diffusivity = spacing**2 * attempt_rate * math.exp(-hop_barrier / thermal)
peclet = edge_speed * onset / diffusivity
cold = spacing * math.exp(barrier / (kb * (temperature - 50)))
hot = spacing * math.exp(barrier / (kb * (temperature + 50)))
barrier_factor = math.exp(0.1 / thermal)
assert spacing < kinetic < half_separation

print(f"strip test: p = {p_strip:.2f}, largest error = {strip_error:.1e}")
print(f"median lateral spread / ell, continuum = {median_factor:.4f}")
print(f"median spread, p=0.02 = {median_a:.2f} sites")
print(f"median spread, p=0.005 = {median_b:.2f} sites")
print(f"ratio of these spreads = {median_b/median_a:.3f}")
print(f"largest boundary exponent error = {largest_error:.1e}")
for m in thresholds:
    print(f"onset radius / Lambda, m={m} = {thresholds[m]:.4f}")
print(f"largest exponent at R=0.9 Lambda, m=2..20 = {max(below):.4f}")
print(f"six-lobe exponent at R=1000 Lambda = {large_exponent:.4f}")
drop = relative_distortion(1.5) / relative_distortion(0.3)
rise = relative_distortion(10) / relative_distortion(1.5)
print(f"six-lobe h/R factor, R/Lambda 0.3 to 1.5 = {drop:.4f}")
print(f"six-lobe h/R factor, R/Lambda 1.5 to 10 = {rise:.3f}")
print(f"dimension, p=1, N=1000..8000, 2 runs = {dim_perfect:.3f}")
print(f"dimension, p=0.2, N=2000..12000, 2 runs = {dim_medium:.3f}")
print(f"dimension, p=0.01, N=300..2500, 1 run = {dim_compact:.3f}")
print(f"final gyration radius, p=0.01 = {compact[-1]:.2f} sites")
print(f"mean chord, p=1, N=8000 = {chord_perfect:.2f} sites")
print(f"mean chord, p=0.2, N=12000 = {chord_medium:.2f} sites")
print(f"mean chord, p=1/17, N=15000 = {slow_chord:.2f} sites")
print(f"compactness, p=0.2, Rg=12 sites = {scaled_medium:.3f}")
print(f"compactness, p=0.2, Rg=48 sites = {same_medium:.3f}")
print(f"compactness, p=1/17, Rg=48 sites = {scaled_slow:.3f}")
print(f"example temperature = {temperature:.0f} K")
print(f"example lattice spacing = {spacing:.2f} nm")
print(f"extra attachment barrier = {barrier:.2f} eV")
print(f"thermal energy = {thermal:.4f} eV")
print(f"sticking probability = {p_example:.3e}")
print(f"kinetic crossover length = {kinetic:.1f} nm")
print(f"six-lobe onset radius = {onset:.1f} nm")
print(f"half island separation = {half_separation:.0f} nm")
print(f"supersaturation ratio = {supersaturation:.1f}")
print(f"edge energy = {edge_energy:.1f} eV/nm")
print(f"capillary length = {capillary_length:.3f} nm")
print(f"capillary loss of six-lobe exponent = {100*capillary_loss:.2f} %")
print(f"desorption minus hop barrier = {desorption_excess:.1f} eV")
print(f"desorption length = {desorption_length:.0f} nm")
print(f"edge diffusion barrier = {edge_barrier:.1f} eV")
print(f"edge speed = {edge_speed:.1f} nm/s")
print(f"attempt rate = {attempt_rate:.1e} 1/s")
print(f"edge diffusion length per row = {edge_length:.1f} nm")
print(f"terrace hop barrier = {hop_barrier:.1f} eV")
print(f"boundary-motion ratio V R/D = {peclet:.1e}")
print(f"Lambda with triangular row spacing = {kinetic*math.sqrt(3)/2:.1f} nm")
print(f"Lambda at {temperature-50:.0f} K = {cold:.1f} nm")
print(f"Lambda at {temperature+50:.0f} K = {hot:.1f} nm")
print(f"Lambda factor for +0.1 eV barrier = {barrier_factor:.3f}")
print("done: every assertion held")
```

Output:

```
strip test: p = 0.10, largest error = 1.4e-09
median lateral spread / ell, continuum = 0.6232
median spread, p=0.02 = 30.14 sites
median spread, p=0.005 = 123.61 sites
ratio of these spreads = 4.102
largest boundary exponent error = 5.6e-07
onset radius / Lambda, m=3 = 3.0000
onset radius / Lambda, m=6 = 1.5000
onset radius / Lambda, m=12 = 1.2000
largest exponent at R=0.9 Lambda, m=2..20 = 0.8182
six-lobe exponent at R=1000 Lambda = 4.9702
six-lobe h/R factor, R/Lambda 0.3 to 1.5 = 0.4782
six-lobe h/R factor, R/Lambda 1.5 to 10 = 6.628
dimension, p=1, N=1000..8000, 2 runs = 1.742
dimension, p=0.2, N=2000..12000, 2 runs = 1.835
dimension, p=0.01, N=300..2500, 1 run = 2.009
final gyration radius, p=0.01 = 21.61 sites
mean chord, p=1, N=8000 = 2.98 sites
mean chord, p=0.2, N=12000 = 4.47 sites
mean chord, p=1/17, N=15000 = 6.46 sites
compactness, p=0.2, Rg=12 sites = 0.621
compactness, p=0.2, Rg=48 sites = 0.474
compactness, p=1/17, Rg=48 sites = 0.690
example temperature = 1300 K
example lattice spacing = 0.25 nm
extra attachment barrier = 0.80 eV
thermal energy = 0.1120 eV
sticking probability = 7.918e-04
kinetic crossover length = 315.7 nm
six-lobe onset radius = 473.6 nm
half island separation = 10000 nm
supersaturation ratio = 10.0
edge energy = 3.0 eV/nm
capillary length = 0.725 nm
capillary loss of six-lobe exponent = 2.65 %
desorption minus hop barrier = 2.5 eV
desorption length = 17534 nm
edge diffusion barrier = 2.0 eV
edge speed = 16.0 nm/s
attempt rate = 1.0e+13 1/s
edge diffusion length per row = 18.6 nm
terrace hop barrier = 0.5 eV
boundary-motion ratio V R/D = 1.1e-06
Lambda with triangular row spacing = 273.4 nm
Lambda at 1250 K = 420.1 nm
Lambda at 1350 K = 242.4 nm
Lambda factor for +0.1 eV barrier = 2.442
done: every assertion held
```
